# The Thouless variational principle and the Tamm-Dancoff upper bound

For H₂ at a bond length of 0.75 Å, treated with the PBE0 functional in the 6-31G** basis, linear response puts the lowest triplet excitation at 10.39 eV, and the Tamm-Dancoff approximation puts it at 10.63 eV. For the lowest singlet the two numbers are 14.54 and 14.81 eV. When the bond is stretched to 1.25 Å, the triplet energies become 3.77 and 4.56 eV. At 1.485 Å they are about 0.6 and 2.67 eV. The Tamm-Dancoff energy is the higher one each time, although the approximation merely deletes a coupling matrix whose effect might have had either sign. The order follows from a minimum principle for the response eigenvalue, and that principle rests on the stability of the reference state.

Let $i,j$ label occupied and $a,b$ virtual spin orbitals of a Kohn-Sham determinant in a finite basis, with integer occupations and orbital energies $\varepsilon_p$. Atomic units are used in the algebra. The energy is a functional $E[\gamma]$ of the one-particle density matrix $\gamma=\sum_i|i\rangle\langle i|$, which also covers hybrids such as PBE0. It is assumed to be twice differentiable:

$$E[\gamma+\delta]=E[\gamma]+\mathrm{Tr}\,F\delta+\tfrac12K[\delta,\delta]+\dots$$

Here $F$ is the Kohn-Sham Hamiltonian, and $K$ is a symmetric bilinear form, real for Hermitian arguments. Extended linearly to all matrices, it obeys $K[P,Q]^*=K[P^\dagger,Q^\dagger]$. With $D_{ai}=|a\rangle\langle i|$, define

$$A_{ai,bj}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+K[D_{ai}^\dagger,D_{bj}],\qquad B_{ai,bj}=K[D_{ai}^\dagger,D_{bj}^\dagger].$$

The properties of $K$ give $A=A^\dagger$ and $B=B^T$.

To see what these matrices say about stability, rotate the occupied orbitals by small complex amplitudes $\kappa_{ai}$:

$$\phi_i'=\phi_i+\sum_a\kappa_{ai}\phi_a-\tfrac12\sum_j(\kappa^\dagger\kappa)_{ji}\phi_j .$$

The last term keeps the orbitals orthonormal to second order: the virtual parts add $(\kappa^\dagger\kappa)_{ij}$ to the overlap, and the two occupied corrections remove half of it each. The first- and second-order changes of $\gamma$ are

$$\gamma_1=\sum_{ai}(\kappa_{ai}D_{ai}+\kappa_{ai}^*D_{ai}^\dagger),$$

$$\gamma_2=\sum_{abi}\kappa_{ai}\kappa_{bi}^*|a\rangle\langle b|-\sum_{ij}(\kappa^\dagger\kappa)_{ij}|i\rangle\langle j| .$$

Since $F$ is diagonal in these orbitals, $\mathrm{Tr}\,F\gamma_1=0$, so the reference is stationary. The second-order energy is $\mathrm{Tr}\,F\gamma_2+\frac12K[\gamma_1,\gamma_1]$. Its first part is $\sum_{ai}(\varepsilon_a-\varepsilon_i)|\kappa_{ai}|^2$. In the second part the two mixed terms in $\kappa^*\kappa$ are equal and cancel the factor ½, while the other two contain $B$ and $B^*$. Hence

$$E_2=\kappa^\dagger A\kappa+\tfrac12\left(\kappa^\dagger B\kappa^*+\kappa^TB^*\kappa\right)=\tfrac12z^\dagger Mz,$$

$$M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix},\qquad z=\begin{pmatrix}\kappa\\\kappa^*\end{pmatrix}.$$

The factor ½ appears because $\kappa^\dagger A\kappa$ is real and occurs twice in $z^\dagger Mz$. As a numerical check, take a random complex, spin-dependent direction $\kappa$ for H₂ at 0.75 Å, scaled to $\kappa^\dagger\kappa=1$. The quadratic coefficient $E_2$ along it is 62.82 eV, both from finite differences of the total energy at small steps and from this formula.

The reference is called stable when $E_2>0$ for every $\kappa\neq0$. This is a statement about paired vectors $(\kappa,\kappa^*)$, whereas the argument below needs $z^\dagger Mz>0$ for all $z=(X,Y)$. The two are equivalent. Define the partner of $z$ as $Cz=(Y^*,X^*)$; paired vectors are those with $Cz=z$. Any $z$ can be written as $u+iv$ with

$$u=\tfrac12(z+Cz),\qquad v=\tfrac1{2i}(z-Cz),$$

and both are paired, because $C$ conjugates numbers and $C^2=1$. Exchanging the two halves of the space turns $M$ into $M^*$, so $(Cu)^\dagger M(Cv)=(u^\dagger Mv)^*$. For paired vectors $u^\dagger Mv$ is therefore real and equal to $v^\dagger Mu$. The cross terms $i(u^\dagger Mv-v^\dagger Mu)$ in $z^\dagger Mz$ cancel, leaving $u^\dagger Mu+v^\dagger Mv$, which is positive unless $z=0$. Stability thus means that $M$ is positive definite.

The same matrices govern small oscillations. In the adiabatic approximation $F$ at time $t$ depends on $\gamma$ at that time alone, and $i\dot\gamma=[F[\gamma],\gamma]$. The virtual-occupied element of this equation, to first order, is

$$i\dot\kappa_{ai}=(\varepsilon_a-\varepsilon_i)\kappa_{ai}+K[D_{ai}^\dagger,\gamma_1],\qquad\text{or}\qquad i\dot\kappa=A\kappa+B\kappa^* .$$

Insert $\kappa=Xe^{-i\omega t}+Y^*e^{i\omega^*t}$ and balance the coefficients of the two exponentials separately. This is forced when the two time dependences differ; for purely imaginary $\omega$ they coincide, and the two resulting equations are then still sufficient for a solution. The first gives $\omega X=AX+BY$. The second gives $-\omega^*Y^*=AY^*+BX^*$, whose complex conjugate is $-\omega Y=B^*X+A^*Y$. Together,

$$Mz=\omega Nz,\qquad N=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

The Tamm-Dancoff approximation sets $Y=0$ and keeps the first row, $AX=\tau X$. Let $\tau_1\le\tau_2\le\dots$ be its eigenvalues.

Because $N$ is indefinite, the response equation is not an ordinary Hermitian eigenvalue problem, and the usual Rayleigh quotient does not apply directly. For a stable reference, however, $M$ has an invertible Hermitian square root, and the roles of the two matrices can be exchanged. Put $u=M^{1/2}z$ and

$$S=M^{-1/2}NM^{-1/2}.$$

This matrix is Hermitian and invertible, so its eigenvalues $\mu$ are real and non-zero. Multiplying $Su=\mu u$ by $M^{1/2}$ from the left gives $Nz=\mu Mz$, which is the response equation with $\omega=1/\mu$. Conversely, every response solution has $\omega\ne0$, since $Mz\neq0$, and supplies an eigenvector of $S$. All response eigenvalues of a stable reference are therefore real.

They also come in pairs. Conjugating $Mz=\omega Nz$ and exchanging the halves restores $M$ but reverses the sign of $N$, so $Cz$ is a solution with eigenvalue $-\omega$. With $n$ occupied-virtual pairs there are $n$ positive roots $\omega_1\le\omega_2\le\dots\le\omega_n$ and their negatives. The largest eigenvalue of $S$ is $1/\omega_1$ and the smallest is $-1/\omega_1$.

The Rayleigh quotient of $S$ lies between these extremes:

$$-\frac1{\omega_1}\le\frac{u^\dagger Su}{u^\dagger u}=\frac{z^\dagger Nz}{z^\dagger Mz}\le\frac1{\omega_1}.$$

The denominator is positive, so $|z^\dagger Nz|\le z^\dagger Mz/\omega_1$. For the response vector of $\omega_1$, multiplication of $Mz=\omega_1Nz$ by $z^\dagger$ shows that equality holds. This proves the Thouless principle for a stable reference:

$$\omega_1=\min_{z^\dagger Nz\ne0}\frac{z^\dagger Mz}{|z^\dagger Nz|} .$$

The numerator measures the energy cost of a distortion, and the denominator is the norm $|X^\dagger X-Y^\dagger Y|$ in which excitation and de-excitation parts count with opposite signs. Admitting some $Y$ reduces the norm, which raises the quotient, but it can reduce the cost through $B$ by more.

The Tamm-Dancoff bound follows by restricting the search. For $z=(X,0)$ the quotient is $X^\dagger AX/X^\dagger X$, whose minimum over $X$ is $\tau_1$. A minimum over a smaller set cannot lie below the minimum over the full set, hence

$$0<\omega_1\le\tau_1 .$$

The two energies must belong to the same functional, basis and reference. Nothing here bounds the true excitation energy, which also differs from $\omega_1$ through the approximate functional, the adiabatic kernel and the finite basis.

When is the bound strict? Suppose $\omega_1=\tau_1$, and let $X_1$ be a lowest Tamm-Dancoff vector. Then $(X_1,0)$ attains the minimum, and its $u$ attains the largest Rayleigh quotient of $S$. Expanding this $u$ in orthonormal eigenvectors of $S$ with coefficients $c_k$ gives $\sum_k(1/\omega_1-\mu_k)|c_k|^2=0$. Every term is non-negative, so $u$ contains eigenvectors with $\mu_k=1/\omega_1$ alone, and $(X_1,0)$ solves the response equation. The lower row then reads $B^*X_1=0$. Consequently, $B^*X_1\ne0$ implies $\omega_1<\tau_1$.

The converse is false. Take two pairs with $A=\mathrm{diag}(1.0,1.1)$ eV and $B=\mathrm{diag}(0,0.8)$ eV. The lowest Tamm-Dancoff vector is the first pair, and $B$ annihilates it. For a single pair with real elements $a$ and $b$, the two rows give $(a-\omega)X=-bY$ and $(a+\omega)Y=-bX$, so $\omega^2=a^2-b^2$. The second pair therefore has its root at $\sqrt{1.21-0.64}=0.755$ eV, below the lowest Tamm-Dancoff energy of 1.0 eV. The coupling has changed the order of the states.

The higher roots obey the same inequality when both lists are sorted by energy. Consider the $k$-dimensional space of vectors $z=(X,0)$ with $X$ in the span of the $k$ lowest Tamm-Dancoff vectors. On it,

$$\frac{z^\dagger Nz}{z^\dagger Mz}=\frac{X^\dagger X}{X^\dagger AX}\ge\frac1{\tau_k}.$$

The corresponding vectors $u=M^{1/2}z$ also form a $k$-dimensional space. The eigenvectors of $S$ other than those of its $k-1$ largest eigenvalues span $2n-k+1$ dimensions. The two dimensions add up to $2n+1$, one more than the whole space has, so the two spaces share a non-zero vector. For that vector the quotient is at most the $k$-th largest eigenvalue, $1/\omega_k$. Thus $1/\tau_k\le1/\omega_k$, or $\omega_k\le\tau_k$.

For H₂ with a restricted reference, the examples are confined to spin-conserving pairs; spin-flip pairs change the spin projection and do not couple to them. The spin-conserving problem separates into a singlet block, where the amplitudes of the two spins are equal, and a triplet block, where they are opposite. Each block has the form of $M$ with its own real $A$ and $B$, so the principle holds in each separately. There are nine occupied-virtual pairs per block.

A trial vector with one parameter shows how much of the lowering comes from the simplest admixture of de-excitation. Take the normalized $X_1$, set $z=(X_1,tX_1)$ with $|t|<1$, and write $a=X_1^TAX_1=\tau_1$ and $b=X_1^TBX_1$. The quotient is

$$q(t)=\frac{a(1+t^2)+2bt}{1-t^2}.$$

Stability requires $|b|<a$, because the vectors $(X_1,\pm X_1)$ give $z^\dagger Mz=2(a\pm b)>0$. With $t=\tanh(x/2)$ the identities $(1+t^2)/(1-t^2)=\cosh x$ and $2t/(1-t^2)=\sinh x$ turn the quotient into

$$q=a\cosh x+b\sinh x=\sqrt{a^2-b^2}\,\cosh(x+x_0),\qquad\tanh x_0=\frac ba .$$

The minimum is at $x=-x_0$. Using $\tanh(x/2)=\sinh x/(1+\cosh x)$, one finds

$$\omega_1\le\sqrt{a^2-b^2}\le\tau_1,\qquad t=-\frac{b}{a+\sqrt{a^2-b^2}} .$$

For the triplet at 0.75 Å, $a=10.631$ eV and $b=-1.997$ eV. Then

$$\sqrt{10.631^2-1.997^2}\ \text{eV}=\sqrt{113.02-3.99}\ \text{eV}=10.44\ \text{eV},$$

with $t=1.997/(10.631+10.441)=0.095$. The de-excitation amplitude is about a tenth of the excitation amplitude, and it brings the energy from 10.63 to 10.44 eV. The remaining step to the response root comes almost entirely from choosing $Y$ not proportional to $X$: if $Y=tX$ is kept while $X$ and $t$ are both relaxed, the quotient falls only from 10.441 to 10.438 eV, whereas freeing $Y$ as well gives the root, 10.387 eV. For the singlet, $b=1.972$ eV has the opposite sign, and so has $t=-0.067$. The intermediate bound is 14.68 eV, between 14.54 and 14.81 eV. The sign of $b$ does not matter to the bound, because $t$ adapts to it. For $|b|\ll a$ the lowering found with this trial vector is $b^2/2a$ to leading order, quadratic in the coupling.

As $|b|$ approaches $a$, the lowering becomes large and the reference softens: for a single pair the Hessian eigenvalues are $a\pm|b|$, and the root $\sqrt{(a-|b|)(a+|b|)}$ vanishes with the lower one. The general statement is as follows. Let $\lambda$ be the lowest eigenvalue of $M$. Its eigenvector can be chosen paired, since $Cz$ is an eigenvector with the same $\lambda$, and at least one of the paired combinations $z+Cz$ and $i(z-Cz)$ is non-zero. Call the normalized paired eigenvector $z_0$. It describes a real physical rotation, and its norm vanishes, $z_0^\dagger Nz_0=0$, because its halves are conjugates of each other. Now try $z=z_0+\varepsilon Nz_0$ with $\varepsilon>0$. Since $N^2=1$,

$$z^\dagger Nz=2\varepsilon,\qquad z^\dagger Mz=\lambda+\varepsilon^2m,\qquad m=(Nz_0)^\dagger M(Nz_0).$$

The term linear in $\varepsilon$ in the second expression is $2\varepsilon\lambda\,z_0^\dagger Nz_0=0$. The quotient is therefore

$$q(\varepsilon)=\frac{\lambda+\varepsilon^2m}{2\varepsilon}.$$

For a stable reference $\lambda$ and $m$ are positive, and the minimum at $\varepsilon=\sqrt{\lambda/m}$ gives $\omega_1\le\sqrt{\lambda m}$. As $\lambda$ tends to zero with $m$ finite, the lowest response root must go to zero. No such demand is placed on $\tau_1$, because its trial vectors have $Y=0$ and cannot approach the paired vector $z_0$. In H₂ the lowest triplet Hessian eigenvalue falls from 8.53 eV at 0.75 Å to 0.07 eV at 1.485 Å, where $\omega_1$ is about 0.6 eV and $\tau_1$ is still 2.67 eV.

The triplet block becomes unstable at about 1.49 Å. Beyond this point $\lambda<0$, and a rotation with opposite amplitudes for the two spins lowers the energy, so the restricted determinant is no longer a minimum. The same trial vector shows what becomes of the variational principle: as $\varepsilon\to0^+$, $q(\varepsilon)\to-\infty$. At 2.0 Å, where $\lambda=-2.647$ eV, the leading term for $\varepsilon=0.01$ is $-2.647/0.02=-132$ eV, in agreement with the computed quotient. For $\varepsilon=0.001$ the quotient is $-1323$ eV. There is no minimum, and these values are not approximations to any excitation energy.

The response root at 2.0 Å is imaginary, with modulus 2.65 eV, so that in the linearized dynamics one solution grows exponentially. The Tamm-Dancoff energy remains real because $A$ is Hermitian, and here it is even slightly positive, 0.03 eV. At 1.5 Å, just past the onset, it is 2.57 eV. A positive Tamm-Dancoff energy is necessary for stability, since $X^\dagger AX=(X,0)^\dagger M(X,0)$, but these two cases show that it is not sufficient. Real response roots are not sufficient either: a single pair with $A=-1$ and $B=0$ has the real roots $\pm1$, although its Hessian is negative. Stability has to be read from $M$ itself.

The borderline case $\lambda=0$ is also outside the proof, because $M^{-1/2}$ does not exist. It occurs, for example, when a continuous symmetry operation changes the determinant but not its energy, so that $E_2=0$ along that rotation, while no other rotation lowers the energy. A kernel that depends on frequency is excluded for a different reason: $A$ and $B$ would change with $\omega$, and the roots would no longer be eigenvalues of one fixed pair of matrices.

The numerical check minimizes the quotient directly for H₂ at 0.75 Å and for random complex matrices, and recovers the lowest root obtained by diagonalization.

## Calculated quantities

```
H2, PBE0/6-31G**; occupied-virtual pairs per spin block: 9
Random rotation at 0.75 angstrom, second-order energy:
  finite differences 62.8183 eV, from Hessian 62.8183 eV
singlet at 0.75 angstrom:
  a = TDA energy 14.8089 eV, b 1.9720 eV, t -0.06688
  sqrt(a^2-b^2) 14.6770 eV
  response root 14.5358 eV, minimized quotient 14.5358 eV
  TDA minus response 0.2731 eV
triplet at 0.75 angstrom:
  a = TDA energy 10.6307 eV, b -1.9971 eV, t 0.09478
  sqrt(a^2-b^2) 10.4414 eV
  response root 10.3868 eV, minimized quotient 10.3868 eV
  TDA minus response 0.2439 eV
R (angstrom), spin: lowest Hessian eigenvalue (eV),
  |lowest response root| (eV), lowest TDA energy (eV)
  0.750 singlet:  12.5334  14.5358 (real)  14.8089
  0.750 triplet:   8.5342  10.3868 (real)  10.6307
  1.000 singlet:   9.4734  12.2050 (real)  12.7381
  1.000 triplet:   4.8386   6.7997 (real)   7.2369
  1.250 singlet:   6.9825  10.2330 (real)  11.1340
  1.250 triplet:   2.0242   3.7735 (real)   4.5634
  1.500 singlet:   5.0795   8.6104 (real)   9.9773
  1.500 triplet:  -0.0381   0.4411 (imaginary)   2.5655
  2.000 singlet:   2.6494   6.1997 (real)   8.7122
  2.000 triplet:  -2.6470   2.6544 (imaginary)   0.0323
Triplet instability sets in at R = 1.49 angstrom
Triplet 0.01 angstrom before the onset (same columns):
  1.485 triplet:   0.0708   0.6076 (real)   2.6716
Quotient for the unstable triplet at 2.00 angstrom:
  epsilon 0.100: -13.10 eV
  epsilon 0.010: -132.33 eV
  epsilon 0.001: -1323.47 eV
Two-pair model, A = diag(1.0, 1.1) eV, B = diag(0.0, 0.8) eV:
  lowest response root 0.7550 eV, lowest TDA 1.0000 eV
Random stable complex cases tested: 40; smallest
  relative margin 1 - omega_1/tau_1: 0.2417
```
